Electric polarization of a cycloidal magnet from a Lifshitz invariant

In some insulating magnets the spins turn steadily from site to site, and the crystal becomes electrically polarized when this order sets in. This problem finds the direction and size of that polarization from symmetry and energy minimization.

Let P(r) be the electric polarization and M(r) the magnetic order parameter, an axial vector made dimensionless by dividing by the full moment. M varies slowly on the scale of the lattice. The magnetic order is

M = m1 e1 cos φ + m2 e2 sin φ + m3 e3,  φ = Q·r,

where e1, e2, e3 are orthonormal and right-handed, e1 × e2 = e3. The constant Q is the propagation vector. For m1m2 > 0 the spins turn about e3 from e1 towards e2 as one moves along Q, so e3 is the spin-rotation axis. The order is a cycloid if Q lies in the plane of rotation, and a proper screw if Q is parallel to e3. Angle brackets ⟨ ⟩ and an overbar denote an average over one period. SI units are used, and repeated indices are summed.

The crystal without magnetic order is a cubic insulator of point group m-3m, which contains inversion. M is held fixed while P relaxes, and the macroscopic electric field is zero unless stated otherwise.

**(a) Find the lowest-order coupling, linear in P, that can polarize the crystal uniformly.**

*Solution.* Time reversal changes the sign of M and leaves P alone, so M must appear an even number of times. The lowest choice is two. Inversion changes the signs of P and of the gradient, but not of the axial vector M. A product PMM without a gradient is therefore forbidden, while one gradient makes it allowed. For uniform P the gradient acts on M, and the candidates are combinations of P_i M_j ∂_k M_l.

Split the magnetic factor into parts symmetric and antisymmetric in j and l:

M_j ∂_k M_l = ½ ∂_k(M_j M_l) + ½ (M_j ∂_k M_l − M_l ∂_k M_j).

The first part is the derivative of a periodic function. Its average is zero, so it cannot act on a uniform P. The second part is carried by the vectors

L_k = M × ∂_k M,

because the identity for a product of two ε symbols gives

M_j ∂_k M_l − M_l ∂_k M_j = ε_jlp (L_k)_p.

The remaining coupling has the form c_ikp P_i (L_k)_p. The crystal symmetry now restricts its 27 coefficients.

A twofold rotation about x reverses the y and z components of P, of the gradient and of L. A term survives if the number of its indices different from x is even. There are three indices, so x must occur an odd number of times. The twofold axes along y and z impose the same condition on y and z. Hence x, y and z each occur once, and six coefficients remain.

The threefold rotation x → y → z → x gives

c_xyz = c_yzx = c_zxy,  c_yxz = c_xzy = c_zyx.

The fourfold rotation about z takes x to y and y to −x. It turns P_x (L_y)_z into −P_y (L_x)_z, so c_yxz = −c_xyz. All six coefficients are thus fixed by one constant γ:

c_ikp = γ ε_ikp.

To write the coupling in vector form, use the ε identity again with j = i and l = k:

ε_ikp (L_k)_p = M_i ∂_k M_k − M_k ∂_k M_i.

The energy density is therefore

f_c = γ P·B,  B = M(∇·M) − (M·∇)M.

This is the magnetoelectric Lifshitz invariant: it is linear in a gradient and antisymmetric in the two factors of M. An isotropic medium has the same coupling, since it has all the cubic rotations and ε_ikp is invariant under every rotation. As f_c is in J/m³, P in C/m² and B in 1/m, γ is in volts.

The invariant ties directions in spin space to directions in real space. If all spins were rotated while the lattice and P stayed fixed, L_k would rotate and f_c would in general change. Isotropic exchange energy has no such dependence, so γ needs an interaction that links spin to space, such as spin–orbit coupling.

**(b) Evaluate B for the given magnetic order, and find its average.**

*Solution.* M depends on position through φ alone. With M′ = dM/dφ, the chain rule gives ∂_k M = Q_k M′. Then

∇·M = Q·M′,
(M·∇)M = (M·Q) M′,

and

B = M(Q·M′) − M′(Q·M).

The identity a × (b × c) = b(a·c) − c(a·b), with a = Q, b = M and c = M′, turns this into

B = Q × (M × M′).

The derivative of the order parameter is

M′ = −m1 e1 sin φ + m2 e2 cos φ.

In M × M′ the product of the e1 part of M with the e2 part of M′ gives m1m2 cos²φ e3. The product of the e2 part of M with the e1 part of M′ gives

(m2 sin φ)(−m1 sin φ) e2 × e1 = m1m2 sin²φ e3,

since e2 × e1 = −e3. The uniform part m3 contributes through e3 × e1 = e2 and e3 × e2 = −e1. Together,

M × M′ = m1m2 e3 − m3(m1 sin φ e2 + m2 cos φ e1).

The bracket with m3 oscillates and averages to zero. Hence

⟨B⟩ = m1m2 Q × e3.

For m3 = 0 the vector B is itself uniform, even when m1 and m2 differ. The sum cos²φ + sin²φ removes the modulation that an elliptical rotation might have been expected to leave.

**(c) Minimize the energy and find the mean polarization. Allow P to vary in space.**

*Solution.* Let χ be the dielectric susceptibility at fixed M, defined by P = χE and including the factor ε₀. The local energy density is

f = P²/(2χ) + γ P·B + P·t.

Here t collects the symmetric terms of part (a). Each is a constant times a derivative ∂_k(M_jM_l), so ⟨t⟩ = 0, but t can drive a modulation of P.

Write P(r) = P̄ + p(r), with ⟨p⟩ = 0. On averaging, the cross term P̄·⟨p⟩/χ vanishes, and

⟨f⟩ = P̄²/(2χ) + γ P̄·⟨B⟩ + ⟨p²/(2χ) + p·(γB + t)⟩.

The last average does not contain P̄. An energy cost for gradients of P also depends on p alone. So does the energy of the internal fields made by the bound charge −∇·p, because the macroscopic field is zero. The mean polarization can therefore be found separately:

∂⟨f⟩/∂P̄ = P̄/χ + γ⟨B⟩ = 0.

This stationary point is a minimum because χ > 0. Inserting ⟨B⟩ and using −Q × e3 = e3 × Q gives

P̄ = χ γ m1 m2 e3 × Q.

The polarization lies along the cross product of the spin-rotation axis and the propagation vector. It points along +e3 × Q for γm1m2 > 0 and along the opposite direction for γm1m2 < 0. Symmetry does not fix the sign of γ; that belongs to the material.

The separation of P̄ from p relies on an energy quadratic in P with a χ that does not depend on position. A quartic term would couple them. So would an allowed term such as P²M², which makes χ periodic in φ when m1 and m2 differ. The mean could then depend on the modulation, at higher order in M.

**(d) When does the polarization vanish, what selects its sign, and what changes in a less symmetric crystal?**

*Solution.* If θ is the angle between e3 and Q, then

|P̄| = χ |γ m1m2| Q |sin θ|.

A cycloid has θ = 90° and gives the largest value at fixed amplitudes and fixed Q. A proper screw has θ = 0 and gives none. A collinear spin-density wave has m1m2 = 0 and also gives none: its spins change length along a line but do not rotate. This rests on the zero average of the symmetric terms in part (a), which can fail for order commensurate with the lattice. In the orthorhombic structure of part (f), collinear up-up-down-down order with Q = π/b has a nonzero average of (−1)ⁿ M_n·M_(n+1) over the planes n along b, and symmetry lets this quantity couple to a polarization along a. Adding a uniform m3 at fixed m1 and m2 turns the cycloid into a cone without changing the mean.

Changing m2 to −m2 reverses the sense of rotation and the polarization. Changing Q to −Q does the same. Making both changes restores the same magnetic structure, and the formula returns the same P̄.

To see how an applied field selects the sign, define the effective field

E_eff = γ m1m2 e3 × Q.

The part of the energy containing P̄ is P̄²/(2χ) − P̄·(E_eff + E). Its minimum lies at P̄ = χ(E_eff + E), with energy density

f_min = −½ χ |E_eff + E|².

At E = 0 the energy gain from the mean polarization is ½χE_eff²; a modulation of P can lower the energy further. Reversing the rotation changes E_eff to −E_eff. The two states then differ in energy density by

Δf = ½χ|E_eff + E|² − ½χ|E_eff − E|² = 2χ E_eff·E = 2 P_s·E,

where P_s = χE_eff is the zero-field polarization. An electric field thus favours one sense of magnetic rotation.

In an orthorhombic crystal of group mmm, the twofold axes still require i, k and p to differ, but nothing relates the six coefficients. Let Q lie along y and e3 along x. The surviving coupling is c_zyx P_z (L_y)_x, so P̄ remains along z, the direction of the cross product. If e3 is tilted towards z, a second coupling c_xyz P_x (L_y)_z enters with its own strength. The polarization is then still perpendicular to Q, but need not be parallel to e3 × Q.

Lower symmetry can also allow polarization from a proper screw. In group −3, with its threefold axis along z, the term P_z (L_z)_z is unchanged by both the threefold rotation and inversion. It gives P parallel to Q for a screw along z. A twofold axis perpendicular to z would give one change of sign for each of the three indices and forbid the term. The cross-product rule is therefore a consequence of the stated crystal symmetry, not of spiral order alone.

**(e) The spins sit on lattice planes a distance d apart along Q. How does this change the result for m3 = 0?**

*Solution.* Take a model in which the coupling acts between neighbouring planes, with M_n the order parameter on plane n. The derivative along Q becomes a difference, and since M_n × M_n = 0,

M_n × (M_(n+1) − M_n)/d = M_n × M_(n+1)/d.

Let φ_(n+1) = φ_n + Qd. Then

M_n × M_(n+1) = m1m2 (cos φ_n sin φ_(n+1) − sin φ_n cos φ_(n+1)) e3
= m1m2 sin(Qd) e3.

The continuum factor Q is replaced by sin(Qd)/d, and the polarization is multiplied by

R = sin(Qd)/(Qd).

For Qd ≪ 1, R ≈ 1 − (Qd)²/6 and the continuum result returns. At Qd = π neighbouring planes have opposite spins, which are collinear, and R = 0. The continuum formula would keep growing with Q and fails there.

**(f) Estimate the polarization for a cycloid in the regime of TbMnO₃ at low temperature.**

*Solution.* TbMnO₃ is orthorhombic. In its low-temperature cycloid the Mn spins turn in the bc plane and Q lies along b. Take e1 along b and e2 along c, so that e3 = b̂ × ĉ = â. By part (d), this aligned geometry needs one coupling constant, here called γ, and the susceptibility along c.

Neighbouring Mn layers along c have nearly opposite spins. M is therefore the layer-staggered order. A symmetry operation that exchanges the layers adds a minus sign to M, which cancels in a coupling quadratic in M.

The inputs are rough or round: b = 0.58 nm, Q = 0.28 × 2π/b, relative permittivity ε_r = 30, m1 = 1.0, m2 = 0.8, and a volume of 0.057 nm³ per Mn. The coupling γ = 1.0 mV is chosen to give a polarization of the right rough size. That size is consequently an input in disguise, whereas the direction follows from symmetry. The arithmetic is

Q = 2π × 0.28/(0.58 nm) = 3.03 nm⁻¹, a period of 2.07 nm,
χ = ε₀(ε_r − 1) = 2.57 × 10⁻¹⁰ F/m,
E_eff = γm1m2Q = (1.0 × 10⁻³ V)(0.8)(3.03 × 10⁹ m⁻¹) = 0.024 MV/cm,
P_s = χE_eff = 0.062 μC/cm² = 1.1 × 10⁻⁵ e/bohr².

Since â × b̂ = ĉ, the polarization lies along c. If the spins turned in the ab plane instead, with Q unchanged, the rotation axis would be c and the polarization would lie along a, with a different coupling constant.

The energy gain from the mean polarization is ½P_sE_eff ≈ 760 J/m³, or 0.27 μeV per Mn. At 15 K the thermal energy kT is 1.29 meV, several thousand times larger. The gain is the same for both senses of rotation, so it does not select the sign of P; an applied field does. For a poling field of 0.010 MV/cm along c, the energy difference 2P_sEV between the two senses equals kT in a volume

V = kT/(2P_sE) ≈ 170 nm³,

a cube of edge 5.5 nm. A much larger coherent region has a strong equilibrium preference for one sense. This does not give the switching field, which also depends on barriers and domain walls.

**(g) Estimate how far the effects left out could move this number.**

*Solution.* *Lattice planes.* The Mn planes are b/2 apart along b, so Qd = 0.28π = 0.880 and R = 0.876. With γ held fixed, the polarization falls from 0.062 to 0.055 μC/cm².

*Spin fluctuations.* Treat each spin as a classical unit vector S_n = M_n + s_n, where s_n is the fluctuation with zero thermal mean. The thermal mean of S_n × S_(n+1) contains, besides M_n × M_(n+1), the correlation of s_n × s_(n+1). Averaged along the chain, its magnitude cannot exceed the mean square of s_n,

1 − (m1² + m2²)/2 = 1 − 0.82 = 0.18.

The ordered part is m1m2 sin(Qd) = 0.8 × 0.770 = 0.616. Correlated fluctuations can thus change the lattice value by at most 29%. This is an upper bound, not an estimate of the change, and it holds for classical spins. For a quantum spin such as Mn³⁺ with S = 2, the mean square of the spin is S(S + 1) rather than S², and the same argument gives a much weaker bound.

*Distorted rotation.* Replace cos φ by cos φ + δ cos 3φ and sin φ by sin φ + δ sin 3φ. In the average of M × M′ the cross terms between harmonics vanish, and the third harmonic adds 3δ² m1m2 because its phase turns three times as fast. For an assumed |δ| = 0.05 the continuum polarization rises by 0.75%. With m1 = 1.0, δ must be negative to keep M within the full moment, but the result depends only on δ². If the third harmonic turns in the opposite sense, the change is −0.75%. The phase step 3Qd = 2.64 lies outside the continuum regime; with the neighbour coupling of part (e), 3δ² becomes δ² sin(3Qd)/sin(Qd), and the change is ±0.16%.

*Feedback on Q.* In the continuum formula the energy gain from the mean polarization, g = 0.27 μeV per Mn, grows as Q² and pulls Q upwards. The lattice form of part (e) grows more slowly and would give a smaller shift than the one found here. Let k = Qd, with k₀ its value before feedback. Model the magnetic energy per Mn by

w(J1 cos k + J2 cos 2k),  w = (m1² + m2²)/2 = 0.82.

A minimum at k₀ requires J1 = −4J2 cos k₀. The slope is then 4wJ2 sin k (cos k₀ − cos k), and the curvature at k₀ is 4wJ2 sin²k₀. Balancing the restoring slope against the electric slope 2g/k₀ gives, to first order,

δk/k₀ = 2g/(4wJ2 k₀² sin²k₀).

For an assumed J2 = 1.0 meV this is 0.036%, so the mean polarization hardly shifts Q for these inputs. The energy of a modulation of P is not included. Changes of the amplitudes are not tested by this estimate.

*Dielectric saturation.* Let the response be P(1 + P²/P₀²) = χE_eff. For P ≪ P₀ the fractional loss is P²/P₀². With an assumed scale P₀ = 10 μC/cm², it is about 0.004%.

*Electrodes.* The calculation assumes short-circuited electrodes. In an open-circuit slab with faces normal to P and no free charge, the internal field is −P/ε₀. Then

P = χ(E_eff − P/ε₀),
P = χE_eff/(1 + χ/ε₀) = χE_eff/ε_r,

which is 0.0021 μC/cm². Among the effects sized here, this change of electrical boundary condition is by far the largest.

*The real material.* TbMnO₃ has a measured polarization along c of somewhat under 0.1 μC/cm² in its cycloidal phase, which exists below roughly 28 K. The model agrees in direction; the agreement in size was arranged through γ. For a purely sinusoidal order, m1 = 1.0 means a fully ordered moment along b, which is the upper limit. Real samples may also break the assumption of a single domain: if fractions x and 1 − x have opposite senses of rotation, the net polarization is (2x − 1)P_s, which is zero for equal fractions. Finally, the model omits the Tb moments. Their exchange with Mn can displace ions and add a polarization that does not come from this invariant; its size cannot be found from the parameters used here.
